\section*{Why grain boundaries dominate diffusion at low temperature, and where the crossover lies}

\section{A thousandth of the area, nearly all of the current}

Consider a polycrystalline film in which grain boundaries take up $0.10\%$ of the cross-section. In the model film treated here, at $900$ K, this thousandth of the area carries $97.6\%$ of the steady diffusion current. At $1500$ K it carries only $18.6\%$, although an atom in a boundary still diffuses about $230$ times faster than one inside a grain. Two questions follow. Why does cooling hand the current to the boundaries, and what fixes the temperature at which this happens?

The answer needs two activation energies, two prefactors and one geometrical ratio. A model that can be solved in closed form shows how they combine, and also which of its assumptions the conclusion depends on.

\section{The film and its steady current}

The film has thickness $L$ along $z$. Its grains are square columns that repeat with period $d$ in $x$ and $y$, separated by boundary slabs of width $\delta$ that run straight from one face to the other. The diffusivities are
\begin{equation}
D_l=D_{l0}\,e^{-Q_l/kT},\qquad D_b=D_{b0}\,e^{-Q_b/kT},
\label{eq:arr}
\end{equation}
with $l$ for the grain interior (the lattice) and $b$ for the boundary. The prefactors, $\delta$ and $d$ do not depend on temperature. The concentration is held at $c_0$ on the face $z=0$ and at zero on $z=L$. There is no segregation: in local equilibrium the concentration is the same on both sides of a grain--boundary interface.

In the steady state $\nabla\cdot(D\nabla c)=0$, with $c$ and the normal flux continuous at each interface. Try
\begin{equation}
c(z)=c_0\left(1-\frac{z}{L}\right).
\label{eq:lin}
\end{equation}
Its second derivative vanishes, so it satisfies the equation inside each region. It does not depend on $x$ or $y$, so it is continuous across the interfaces. Those interfaces are vertical and the gradient is along $z$, so the normal flux is zero on both sides and matches.

No other solution exists. The difference $w$ of two solutions vanishes on both faces and obeys $\nabla\cdot(D\nabla w)=0$. Multiplying by $w$ and integrating by parts over the periodic film gives $\int D|\nabla w|^2\,dV=0$. Since $D>0$, $w$ is constant, and the faces make it zero.

There is therefore no net exchange of atoms between grains and boundaries in the steady state. The flux density is $D_lc_0/L$ in a grain and $D_bc_0/L$ in a boundary. If $f$ is the area fraction of the boundaries, the average flux density is $J=D_{\rm eff}c_0/L$ with
\begin{equation}
D_{\rm eff}=(1-f)D_l+fD_b .
\label{eq:deff}
\end{equation}
One cell has area $d^2$, and the grain in it is a square of side $d-\delta$. Hence
\begin{equation}
f=1-\left(1-\frac{\delta}{d}\right)^2=\frac{2\delta}{d}-\frac{\delta^2}{d^2}.
\label{eq:f}
\end{equation}
The leading term has a factor 2 because each cell contains one slab normal to $x$ and one normal to $y$; the second term removes the double counting where they cross.

The example uses round parameters that belong to no particular material: $D_{l0}=10^{-4}$ and $D_{b0}=10^{-5}$ m$^2$/s, $Q_l=2.5$ and $Q_b=1.5$ eV, $\delta=0.5$ nm, and $d=L=1000$ nm. Then $f=0.001-0.00000025=9.9975\times10^{-4}$.

\section{The crossover}

The ratio of boundary current to grain current is
\begin{equation}
R=\frac{fD_b}{(1-f)D_l}
=\frac{fD_{b0}}{(1-f)D_{l0}}\,e^{(Q_l-Q_b)\beta},
\qquad \beta=\frac{1}{kT}.
\label{eq:R}
\end{equation}
The exponent is the difference of $-Q_b\beta$ and $-Q_l\beta$. Setting $R=1$ and taking the logarithm gives $(Q_l-Q_b)\beta_x=\Lambda$, where
\begin{equation}
\Lambda=\ln\frac{(1-f)D_{l0}}{fD_{b0}},\qquad
kT_x=\frac{Q_l-Q_b}{\Lambda}.
\label{eq:tx}
\end{equation}
Because the prefactor in (\ref{eq:R}) is $e^{-\Lambda}=e^{-(Q_l-Q_b)\beta_x}$, the ratio can also be written
\begin{equation}
R=e^{(Q_l-Q_b)(\beta-\beta_x)} .
\label{eq:Rx}
\end{equation}

This form answers the first question. Cooling slows both paths, but each loses in proportion to its own barrier: $d\ln D/d\beta=-Q$. From $1260$ to $900$ K the grain diffusivity falls from $1.00\times10^{-14}$ to $1.00\times10^{-18}$ m$^2$/s, a factor of $10^4$. The boundary diffusivity falls from $1.00\times10^{-11}$ to $3.98\times10^{-14}$ m$^2$/s, a factor of about $250$. The ratio $R$ therefore rises by $10^4/250\approx40$. The area fraction is a fixed handicap, while the advantage of the lower barrier grows without limit as $T\to0$. At some temperature it must outweigh any handicap.

For the example, $(1-f)/f=999.25$ and $D_{l0}/D_{b0}=10$, so
\begin{equation}
\Lambda=\ln 9992.5=9.2096,\qquad
kT_x=\frac{1\ \text{eV}}{9.2096}=0.10858\ \text{eV}.
\end{equation}
Division by $k=8.6173\times10^{-5}$ eV/K gives $T_x=1260$ K, or $987\,^\circ$C.

A smaller boundary energy guarantees dominance at low temperature, but it does not guarantee a crossover. Suppose $Q_b<Q_l$. As the temperature falls from infinity to zero, $R$ rises steadily from $e^{-\Lambda}$ to infinity. If $\Lambda>0$, it starts below 1 and passes 1 once, at $T_x$. If $\Lambda\le0$, it starts at or above 1, and the boundaries carry more current than the grains at every finite temperature. This requires $fD_{b0}\ge(1-f)D_{l0}$: very fine grains or a large boundary prefactor. If instead $Q_b>Q_l$, the ratio falls on cooling, and boundaries can dominate only at high temperature, and only when $\Lambda<0$. Numerical solutions of the diffusion equation agree in the three cases tested: $Q_b<Q_l$ with $\Lambda>0$, $Q_b<Q_l$ with $\Lambda<0$, and $Q_b>Q_l$ with $\Lambda<0$.

\section{Faster is not the same as dominant}

It is tempting to look for the crossover where the two diffusivities are equal. That condition reads $D_{l0}e^{-Q_l\beta}=D_{b0}e^{-Q_b\beta}$, or
\begin{equation}
kT_{\rm eq}=\frac{Q_l-Q_b}{\ln(D_{l0}/D_{b0})}.
\end{equation}
It is equation (\ref{eq:tx}) without the areas. Here the logarithm is $\ln10=2.303$ and $T_{\rm eq}=5040$ K, a formal value at which no solid film would survive. Between $1260$ and $5040$ K the boundary is the faster path but carries the smaller current. To dominate, it must be faster by the inverse of the area ratio, here by a factor of $999$. At $1500$ K it is faster by $9.12\times10^{-11}/3.98\times10^{-13}\approx230$, which is not enough.

\section{How sharp the change is}

The boundary share of the current is
\begin{equation}
w=\frac{fD_b}{(1-f)D_l+fD_b}=\frac{R}{1+R}.
\end{equation}
It equals $0.9$ when $R=9$ and $0.1$ when $R=1/9$. By (\ref{eq:Rx}) these points lie at
\begin{equation}
\beta=\beta_x\pm\frac{\ln9}{Q_l-Q_b},
\end{equation}
so the change occupies an interval $2\ln9/(Q_l-Q_b)$ in $1/kT$. The larger the energy difference, the narrower this interval in $1/kT$. It is not narrower in temperature: with the prefactors and the geometry fixed, the end points $kT=(Q_l-Q_b)/(\Lambda\pm\ln9)$ are proportional to the energy difference, and so is the distance between them. In the example the two values of $\beta$ are $9.210\pm2.197$ eV$^{-1}$, which correspond to $1017$ K for a 90\% share and $1655$ K for a 10\% share. The crossover is a broad region some $640$ K wide.

The 10\% point exists only if the corresponding $\beta$ is positive, that is, if $\Lambda>\ln9$. For $0<\Lambda<\ln9$ there is a crossover, but the share stays above 10\% however hot the film is made.

A measurement of $D_{\rm eff}$ is often summarized by the slope of its logarithm against $1/kT$. Differentiating (\ref{eq:deff}), each term brings down its own energy:
\begin{align}
Q_{\rm app}&=-\frac{d\ln D_{\rm eff}}{d\beta}
=\frac{(1-f)D_lQ_l+fD_bQ_b}{D_{\rm eff}}\nonumber\\
&=(1-w)Q_l+wQ_b .
\label{eq:qapp}
\end{align}
The apparent energy is the mean of the two energies, weighted by the currents. At $T_x$ it is their simple average. To see how it changes, use $dR/d\beta=(Q_l-Q_b)R$:
\begin{align}
\frac{dw}{d\beta}&=\frac{1}{(1+R)^2}\frac{dR}{d\beta}=(Q_l-Q_b)\,w(1-w),\\
\frac{dQ_{\rm app}}{d\beta}&=-(Q_l-Q_b)\frac{dw}{d\beta}=-(Q_l-Q_b)^2\,w(1-w).
\end{align}
The last expression is negative, so the apparent energy falls on cooling. Per unit of $1/kT$ it falls fastest at $w=1/2$, the crossover itself. For the example:

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $(1-f)D_l$ (m$^2$/s) & $fD_b$ (m$^2$/s) & $w$ & $Q_{\rm app}$ (eV)\\
700 & $1.00\times10^{-22}$ & $1.59\times10^{-19}$ & 0.999 & 1.50\\
900 & $1.00\times10^{-18}$ & $3.98\times10^{-17}$ & 0.976 & 1.52\\
1260 & $1.00\times10^{-14}$ & $1.00\times10^{-14}$ & 0.500 & 2.00\\
1500 & $3.98\times10^{-13}$ & $9.12\times10^{-14}$ & 0.186 & 2.31
\end{tabular}
\end{center}

At 1260 K the slope is $2.00$ eV, yet no jump in the model has that barrier. A straight line fitted across the crossover region would return an energy that describes neither path.

\section{The role of grain size}

At a given temperature one can ask instead for the grain period at which the currents are equal. With $r=D_l/D_b$, the condition $R=1$ reads $f/(1-f)=r$. Adding 1 to both sides gives $1/(1-f)=1+r$, and (\ref{eq:f}) gives $1-f=(1-\delta/d)^2$. Therefore
\begin{equation}
1-\frac{\delta}{d_x}=(1+r)^{-1/2},\qquad
d_x=\frac{\delta}{1-(1+r)^{-1/2}}\approx\frac{2\delta D_b}{D_l},
\label{eq:dx}
\end{equation}
where the last form uses $(1+r)^{-1/2}\approx1-r/2$ for $r\ll1$. Grains smaller than $d_x$ put the film in the boundary-dominated regime. At $900$ K, $r=1.001\times10^{-18}/3.984\times10^{-14}=2.51\times10^{-5}$, and $d_x=(1\ \text{nm})/r\approx4.0\times10^4$ nm. At this temperature even a film with grains of $10^4$ nm conducts mainly through its boundaries.

For $d\gg\delta$ one has $f/(1-f)\approx2\delta/d$, and (\ref{eq:tx}) becomes
\begin{equation}
\frac{1}{kT_x}\approx\frac{1}{Q_l-Q_b}\,
\ln\frac{D_{l0}\,d}{2\delta D_{b0}} .
\label{eq:thin}
\end{equation}
In the example this changes $T_x$ by only $0.1$ K. Two things can be read from it. First, width and boundary prefactor enter only as the product $\delta D_{b0}$, so in this limit an error in the assumed width does no harm if that product is known. Second, a tenfold larger grain raises $1/kT_x$ by $\ln10/(Q_l-Q_b)$, here $2.30$ eV$^{-1}$. The crossover temperatures for $d=100$, $1000$ and $10\,000$ nm are $1682$, $1260$ and $1008$ K. The drops of $422$ and $252$ K are unequal because the nearly equal steps are in $1/T$, not in $T$. Here a factor of 100 in grain size moves the crossover by less than a factor of 2 in temperature, since the size enters through a logarithm. In general the factor is about $1+\ln100/\Lambda$, with $\Lambda$ taken at the finer grain, so it exceeds 2 when $\Lambda$ is below about $4.6$.

\section{Boundaries must connect the faces}

The argument compared two paths that each cross the whole film. Suppose instead that the boundaries are layers parallel to the faces, one of width $\delta$ in each period $d$. The same flux density $J$ must now pass through grain and boundary in turn. The concentration drop over one period is the sum of two drops,
\begin{equation}
\Delta c=J\left(\frac{d-\delta}{D_l}+\frac{\delta}{D_b}\right),
\end{equation}
and the definition $J=D_{\rm series}\,\Delta c/d$ gives
\begin{equation}
\frac{1}{D_{\rm series}}=\frac{1-\delta/d}{D_l}+\frac{\delta/d}{D_b}
\quad\Rightarrow\quad D_{\rm series}\le\frac{D_l}{1-\delta/d}.
\end{equation}
However fast the boundaries become, they can do no more than remove their own thickness from the path. At $900$ K this gives $D_{\rm series}/D_l=1.0005$. With the columns the corresponding ratio is $4.08\times10^{-17}/1.00\times10^{-18}\approx41$. When the boundaries are thin, their smaller activation energy is of almost no use if every path must also cross nearly the whole film thickness in grain material.

A network of cubic grains has both kinds of boundary. Its effective diffusivity follows from a minimum principle. Let $A$ be the film area. For the steady profile, integration by parts gives
\begin{equation}
\int D|\nabla c|^2\,dV=c_0\,(AJ)=\frac{A c_0^2}{L}\,D_{\rm eff},
\end{equation}
because $c=c_0$ on the inlet face, where the total current $AJ$ enters, and $c=0$ on the outlet. Add to $c$ any function $w$ that vanishes on the faces. The cross term $2\int D\nabla c\cdot\nabla w\,dV$ is zero by the steady equation, and $\int D|\nabla w|^2dV\ge0$ remains. So the steady profile minimizes the integral. Raising $D$ anywhere raises the integral for every trial profile, or leaves it unchanged, so it cannot lower the minimum.

For $D_b>D_l$, turning grain material into face-parallel boundary layers therefore cannot reduce the columnar value $D_{\rm eff}$. Making those layers perfectly conducting gives an upper bound: each layer then has a uniform concentration, and the columns between them have a total length $(1-\delta/d)L$. Hence
\begin{equation}
D_{\rm eff}\le D_{\rm cube}\le\frac{D_{\rm eff}}{1-\delta/d}.
\end{equation}
For $\delta/d=0.0005$ the extra layers change the result by at most about $0.05\%$. In a much coarser numerical test, with $\delta/d=1/12$ and $D_b/D_l=50$, the ratio $D_{\rm cube}/D_{\rm eff}$ was $1.010$ with one grid cell across each boundary. This value is not converged: on finer grids it rises by about $0.02$, to about $1.03$. Both values lie within the permitted range from 1 to $1.091$.

\section{How long the steady state takes}

Everything so far concerns the steady current. The deviation from it is a sum of modes $\phi e^{-\lambda t}$ with $-\nabla\cdot(D\nabla\phi)=\lambda\phi$ and $\phi=0$ on the faces. The smallest rate $\lambda_1$ obeys
\begin{equation}
\lambda_1\le\frac{\int D|\nabla\phi|^2\,dV}{\int\phi^2\,dV}
\end{equation}
for any trial function that vanishes on the faces. Two choices are instructive.

The first is $\phi=\sin(\pi z/L)$ throughout the film. Its gradient is along $z$ and the average of $D$ over the cross-section is $D_{\rm eff}$. The averages of $\cos^2$ and $\sin^2$ are equal, so $\lambda_1\le\pi^2D_{\rm eff}/L^2$.

The second is confined to one grain of side $g=d-\delta$: $\phi=\sin(\pi x/g)\sin(\pi y/g)\sin(\pi z/L)$ inside, zero outside. Each direction adds the square of its wave number, so $\lambda_1\le\pi^2D_l(2/g^2+1/L^2)$. The relaxation time $\tau=1/\lambda_1$ is therefore bounded from below twice:
\begin{equation}
\tau\ge\frac{L^2}{\pi^2D_{\rm eff}},\qquad
\tau\ge\frac{1}{\pi^2D_l\,(2/g^2+1/L^2)} .
\end{equation}
The first is the time to diffuse through the film with the average diffusivity. The second is the time to fill a grain from its surroundings, and it grows on cooling with the \emph{larger} energy $Q_l$. At $900$ K the bounds are $2.5\times10^3$ s and $3.4\times10^4$ s, so the slowest mode takes at least nine hours to decay by a factor $e$. In tests with $L=4d$ and $\delta/d=1/16$ at $D_b/D_l=3$ and $10^6$, the computed rates came within $1\%$ of the film bound and of the grain bound, respectively, so each bound is close in its own limit. Where the two bounds are similar in size, neither need be close, and the true relaxation time can be clearly longer than both.

Cooling thus has two effects. The steady current comes to depend on the small barrier, while the time for the concentration inside the grains to become steady lengthens at low temperature with the large one.

The total current need not wait for the grains. While they fill, they draw atoms from the boundaries. For $L=d$ the grain bound is about $d^2/(30D_l)$. In roughly that time a grain of volume about $d^2L$ takes up most of its steady content, which is about $c_0d^2L/2$, so the mean uptake is roughly $15D_lc_0L$. The steady boundary current per cell is $fd^2D_bc_0/L$. With $L=d$ the ratio of the two is roughly $15/R$, which is $0.4$ at $900$ K and $0.01$ at $700$ K. When this ratio is small, the current can be close to the value given by (\ref{eq:deff}) long before the grains are full, once the profile in the boundaries has formed. When it is not small, the current can differ clearly from this value while the grains fill, and it approaches the value as the slowest mode decays.

\section{Oxide growth and segregation}

Suppose that the film is an oxide scale of thickness $X$, fed by a neutral species diffusing through it, and that each arriving particle adds a volume $\Omega$. Assume also that the added volume spreads evenly over the growth front, although most particles may arrive along the boundaries. If the profile stays close to steady as the scale thickens, which requires at least $\Omega c_0\ll1$,
\begin{equation}
\frac{dX}{dt}=\Omega\,\frac{D_{\rm eff}c_0}{X}
\quad\Rightarrow\quad
X^2=X_0^2+2\Omega c_0D_{\rm eff}\,t ,
\end{equation}
where the second form follows from $X\,dX=\tfrac12\,d(X^2)$ at constant $D_{\rm eff}$. The parabolic rate constant is then proportional to $D_{\rm eff}$ and has the same crossover. If $c_0$ does not depend on temperature, it also has the apparent energy (\ref{eq:qapp}). If the grains coarsen during growth and $D_b>D_l$, both $f$ and $D_{\rm eff}$ fall with time, and the growth is slower than this parabola.

Segregation changes the condition on the energies. Let the equilibrium concentration in the boundary be $s$ times that in the grain, with $s$ independent of concentration. The profiles $c_0(1-z/L)$ in the grain and $sc_0(1-z/L)$ in the boundary are in local equilibrium at every height, so there is again no lateral flow. The boundary flux is multiplied by $s$, and $D_b$ is replaced by $sD_b$ in the steady formulas for the columns. If $s=s_0e^{E/kT}$, then
\begin{equation}
sD_b=s_0D_{b0}\,e^{-(Q_b-E)/kT}.
\end{equation}
The energy to compare with $Q_l$ is now $Q_b-E$. Attraction to the boundary ($E>0$) favours boundary transport on cooling, as long as the boundary sites are far from full. Since $s$ grows as the temperature falls, the sites eventually fill; $s$ then depends on concentration and these formulas no longer hold. Repulsion ($E<0$) works against the boundaries. If $E<Q_b-Q_l$, their share of the current falls on cooling, even when the jumps in the boundary have the lower barrier. The values quoted here, all for $s=1$, are listed in the numerical output below or follow from it, apart from the fine-grid ratio for cubic grains.

\section*{Computed values}
\begin{verbatim}
Grain prefactor D_l0 = 1.0e-04 m^2/s
Grain activation energy Q_l = 2.50 eV
Boundary prefactor D_b0 = 1.0e-05 m^2/s
Boundary activation energy Q_b = 1.50 eV
Boundary width delta = 0.5 nm
Grain period d = 1000 nm; film thickness L = 1000 nm
Boltzmann constant k = 8.617333e-05 eV/K
Boundary area fraction f = 9.997500e-04 (no unit)
Logarithm in T_x = 9.2096 (no unit)
k T_x = 0.10858 eV
Crossover T_x = 1260.0 K = 986.9 degC
T_x with f/(1-f) replaced by 2 delta/d = 1259.9 K
Temperature where D_b = D_l = 5040 K
Boundary share 90% at 1017 K
Boundary share 10% at 1655 K
T = 700.0 K: D_l = 1.002e-22, D_b = 1.587e-16 m^2/s
  (1-f)D_l = 1.001e-22, f D_b = 1.586e-19 m^2/s
  D_eff = 1.587e-19 m^2/s, boundary share = 0.99937
  apparent activation energy = 1.5006 eV
T = 900.0 K: D_l = 1.001e-18, D_b = 3.984e-14 m^2/s
  (1-f)D_l = 1.000e-18, f D_b = 3.983e-17 m^2/s
  D_eff = 4.084e-17 m^2/s, boundary share = 0.97550
  apparent activation energy = 1.5245 eV
T = 1260.0 K: D_l = 1.002e-14, D_b = 1.001e-11 m^2/s
  (1-f)D_l = 1.001e-14, f D_b = 1.001e-14 m^2/s
  D_eff = 2.002e-14 m^2/s, boundary share = 0.50000
  apparent activation energy = 2.0000 eV
T = 1500.0 K: D_l = 3.984e-13, D_b = 9.125e-11 m^2/s
  (1-f)D_l = 3.980e-13, f D_b = 9.122e-14 m^2/s
  D_eff = 4.893e-13 m^2/s, boundary share = 0.18645
  apparent activation energy = 2.3136 eV
Grain period 100 nm: T_x = 1681.8 K
Grain period 1000 nm: T_x = 1260.0 K
Grain period 10000 nm: T_x = 1008.0 K
Rise of beta_x per decade of d = 2.3026 1/eV
Crossover grain period at 900 K = 3.9789e+04 nm
Face-parallel layers only, 900 K: D/D_l = 1.000500
Relaxation time at 900 K, film bound >= 2.481e+03 s
Relaxation time at 900 K, grain bound >= 3.370e+04 s
Solver test: beta_x solved = 8.715888 1/eV
Solver test: beta_x formula = 8.715888 1/eV
Cubic test: delta/d = 0.0833, D_b/D_l = 50
Cubic test: D_cube/D_columns = 1.0100
Cubic test: upper bound of that ratio = 1.0909
Decay rate / film bound, D_b/D_l = 3: 0.9933
Decay rate / grain bound, D_b/D_l = 1e6: 0.9961
\end{verbatim}
